# The four-detector ratio and the quadrupole frequency for spin 5/2: a numerical check

```python
# Result under test (perturbed angular correlation, random polycrystal):
#   R = 2 (W180 - W90) / (W180 + 2 W90) = A22 G22(t),
# where W180, W90 are geometric means of coincidence spectra
#   N_ij = N0 s_i e_j exp(-t/tau) W(angle_ij, t),
# and, for spin I = 5/2 in an axial field gradient, omega_0 = 3 pi nu_Q / 10.
# s_i, e_j: start and stop efficiencies; tau: mean life of the nuclear level;
# A22: anisotropy; G22: perturbation factor; nu_Q = e Q Vzz / h.
import numpy as np
import sympy as sp
from scipy.special import lpmv
from scipy.spatial.transform import Rotation
from sympy.physics.wigner import clebsch_gordan

spin = 2.5
nu_q = 100.0          # MHz
a22 = -0.15
tau = 120.0           # ns
n0 = 100000.0         # counts per time bin at unit efficiency, t = 0
start_eff = {1: 1.0, 2: 0.8}
stop_eff = {3: 0.9, 4: 0.6}

# --- Level pattern from a d5/2 particle: angular integrals of 3cos^2 - 1
x, wx = np.polynomial.legendre.leggauss(12)


def orbital_moment(ml):
    density = lpmv(abs(ml), 2, x) ** 2
    return np.sum(wx * density * (3 * x**2 - 1)) / np.sum(wx * density)


def state_moment(twice_m):
    total = 0.0
    for twice_s in (1, -1):
        ml = (twice_m - twice_s) // 2
        if abs(ml) <= 2:
            c = clebsch_gordan(2, sp.Rational(1, 2), sp.Rational(5, 2), ml,
                               sp.Rational(twice_s, 2), sp.Rational(twice_m, 2))
            total += float(c) ** 2 * orbital_moment(ml)
    return total


m = np.arange(spin, -spin - 1, -1)
pattern = np.array([state_moment(int(round(2 * v))) for v in m])
pattern = pattern / pattern[0]
# The stretched state has energy e Q Vzz / 4, that is h nu_Q / 4.
level_mhz = nu_q / 4 * pattern
formula_mhz = nu_q * (3 * m**2 - spin * (spin + 1)) / (4 * spin * (2 * spin - 1))
assert np.allclose(level_mhz, formula_mhz, atol=1e-10)

omega0 = 3 * np.pi * nu_q / 10          # rad/us
gap_12 = 2 * np.pi * (level_mhz[1] - level_mhz[2])
gap_23 = 2 * np.pi * (level_mhz[0] - level_mhz[1])
gap_13 = 2 * np.pi * (level_mhz[0] - level_mhz[2])
assert np.allclose([gap_12, gap_23, gap_13],
                   [omega0, 2 * omega0, 3 * omega0], rtol=1e-10)
period = 2 * np.pi / omega0 * 1000      # ns

# --- Spin matrices and orientation average of the evolving alignment
iz = np.diag(m)
iplus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
ix = (iplus + iplus.T) / 2
iy = (iplus - iplus.T) / 2j
unit = np.eye(len(m))


def alignment(direction):
    along = direction[0] * ix + direction[1] * iy + direction[2] * iz
    op = 3 * along @ along - spin * (spin + 1) * unit
    return op / np.sqrt(np.trace(op @ op).real)


def averaged_products(theta):
    # Quadrature over all crystal orientations, exact for rank up to 4.
    result = np.zeros((6, 6), complex)
    cosines, weights = np.polynomial.legendre.leggauss(5)
    phis = 2 * np.pi * np.arange(8) / 8
    second = np.array([np.sin(theta), 0.0, np.cos(theta)])
    for cb, wb in zip(cosines, weights):
        for alpha in phis:
            for gamma in phis:
                rot = Rotation.from_euler('ZYZ', [alpha, np.arccos(cb), gamma])
                t1 = alignment(rot.apply([0.0, 0.0, 1.0]))
                t2 = alignment(rot.apply(second))
                result += wb / 2 / 64 * t1 * t2.T
    return result


products = {deg: averaged_products(np.radians(deg)) for deg in (180, 90, 50)}
energy_gap = 2 * np.pi * (level_mhz[:, None] - level_mhz[None, :])


def correlation(deg, t):
    # W(angle, t) from matrices only; t in ns, energy gaps in rad/us
    phase = np.exp(-1j * energy_gap * t / 1000)
    return 1 + a22 * np.sum(products[deg] * phase).real


def g22(t):
    p = omega0 * t / 1000
    return (1 / 5 + 13 / 35 * np.cos(p) + 2 / 7 * np.cos(2 * p)
            + 1 / 7 * np.cos(3 * p))


def ratio(w180, w90):
    return 2 * (w180 - w90) / (w180 + 2 * w90)


def counts(t, life=tau, background=0.0):
    out = {}
    for i in start_eff:
        for j in stop_eff:
            deg = 180 if j - i == 2 else 90
            signal = np.exp(-t / life) * correlation(deg, t)
            out[i, j] = n0 * start_eff[i] * stop_eff[j] * (signal + background)
    return out


def geometric_ratio(n):
    return ratio(np.sqrt(n[1, 3] * n[2, 4]), np.sqrt(n[1, 4] * n[2, 3]))


times = np.linspace(0, 300, 61)
for t in times:
    p2_50 = (3 * np.cos(np.radians(50)) ** 2 - 1) / 2
    assert abs(correlation(50, t) - 1 - a22 * g22(t) * p2_50) < 1e-10
    for life in (60.0, tau, 500.0):
        assert abs(geometric_ratio(counts(t, life)) - a22 * g22(t)) < 1e-10

# --- All 12 ordered pairs, each detector serving as start and stop
rng = np.random.default_rng(4)
s_all, e_all = rng.uniform(0.3, 1.0, (2, 4))
for t in times[::6]:
    opposite, adjacent = [], []
    for i in range(4):
        for j in range(4):
            if i != j:
                far = abs(i - j) == 2
                n = s_all[i] * e_all[j] * np.exp(-t / tau)
                n *= correlation(180 if far else 90, t)
                (opposite if far else adjacent).append(n)
    assert len(opposite) == 4 and len(adjacent) == 8
    r12 = ratio(np.prod(opposite) ** (1 / 4), np.prod(adjacent) ** (1 / 8))
    assert abs(r12 - a22 * g22(t)) < 1e-10

# --- Fourth-rank term, with Legendre polynomials generated symbolically
a, a4, c = sp.symbols('a a4 c')
w_sym = 1 + a * sp.legendre(2, c) + a4 * sp.legendre(4, c)
r_sym = ratio(w_sym.subs(c, -1), w_sym.subs(c, 0))
r_rank4 = (a + 5 * a4 / 12) / (1 + 7 * a4 / 12)
assert sp.simplify(r_sym - r_rank4) == 0
a44 = 0.01
r_with_a44 = float(r_sym.subs({a: a22, a4: a44}))

# --- Unsubtracted accidental background
beta = 0.05
for t in times:
    r_bg = geometric_ratio(counts(t, background=beta))
    assert abs(r_bg - a22 * g22(t) / (1 + beta * np.exp(t / tau))) < 1e-10


# --- Nonaxial field gradient: lowest transition frequency
def lowest_frequency(eta):
    h = 3 * iz @ iz - spin * (spin + 1) * unit
    h = h + eta / 2 * (iplus @ iplus + iplus.T @ iplus.T)
    e = np.linalg.eigvalsh(2 * np.pi * nu_q / (4 * spin * (2 * spin - 1)) * h)
    return min(e[2] - e[0], e[4] - e[2])


assert abs(lowest_frequency(0.0) - omega0) < 1e-8
eta = 0.2
omega_eta = lowest_frequency(eta)
assert abs(omega_eta / omega0 - 1) > 0.01

# --- Worked example
t_ex = 20.0
n_ex = counts(t_ex)
mean180 = np.sqrt(n_ex[1, 3] * n_ex[2, 4])
mean90 = np.sqrt(n_ex[1, 4] * n_ex[2, 3])
r_ex = ratio(mean180, mean90)
r_arith = ratio((n_ex[1, 3] + n_ex[2, 4]) / 2, (n_ex[1, 4] + n_ex[2, 3]) / 2)
assert abs(r_arith - a22 * g22(t_ex)) > 0.01

print(f"nu_Q = {nu_q:.1f} MHz; A22 = {a22:.3f}; tau = {tau:.1f} ns")
print(f"N0 = {n0:.0f} counts per bin")
print(f"start efficiencies s1, s2 = {start_eff[1]:.2f}, {start_eff[2]:.2f}")
print(f"stop efficiencies e3, e4 = {stop_eff[3]:.2f}, {stop_eff[4]:.2f}")
for k, name in enumerate(("5/2", "3/2", "1/2")):
    print(f"E/h for |m| = {name}: {level_mhz[k]:.3f} MHz")
print(f"omega_0 = {omega0:.4f} rad/us")
print(f"omega_0/(2 pi) = {omega0 / (2 * np.pi):.4f} MHz")
print(f"period of G22 = {period:.3f} ns")
print(f"example time t = {t_ex:.1f} ns")
print(f"decay factor exp(-t/tau) = {np.exp(-t_ex / tau):.6f}")
print(f"phase omega_0 t = {omega0 * t_ex / 1000:.5f} rad")
for pair, value in n_ex.items():
    print(f"N{pair[0]}{pair[1]} = {value:.1f} counts (expected)")
print(f"geometric mean at 180 deg = {mean180:.1f} counts")
print(f"geometric mean at 90 deg = {mean90:.1f} counts")
print(f"R from the four counts = {r_ex:.6f}")
print(f"G22 from cosine formula = {g22(t_ex):.6f}")
print(f"A22 G22 = {a22 * g22(t_ex):.6f}")
print(f"R with arithmetic means = {r_arith:.6f}")
print("table: t (ns), G22, W(180 deg), W(90 deg), R")
for t in (0.0, 10.0, 20.0, period / 2, period):
    print(f"{t:.3f}  {g22(t):.5f}  {correlation(180, t):.5f}  "
          f"{correlation(90, t):.5f}  {geometric_ratio(counts(t)):.5f}")
print(f"background fraction beta = {beta:.3f}")
for k in (1, 5):
    r_bg = geometric_ratio(counts(k * period, background=beta))
    print(f"R with background after {k} period(s), "
          f"t = {k * period:.2f} ns: {r_bg:.5f}")
print(f"R at t = 0 with A44 = {a44:.3f}: {r_with_a44:.5f}")
print(f"lowest frequency at eta = {eta:.1f}: {omega_eta:.4f} rad/us")
print(f"its ratio to omega_0 = {omega_eta / omega0:.5f}")
print("verified")
```

It prints:

```
nu_Q = 100.0 MHz; A22 = -0.150; tau = 120.0 ns
N0 = 100000 counts per bin
start efficiencies s1, s2 = 1.00, 0.80
stop efficiencies e3, e4 = 0.90, 0.60
E/h for |m| = 5/2: 25.000 MHz
E/h for |m| = 3/2: -5.000 MHz
E/h for |m| = 1/2: -20.000 MHz
omega_0 = 94.2478 rad/us
omega_0/(2 pi) = 15.0000 MHz
period of G22 = 66.667 ns
example time t = 20.0 ns
decay factor exp(-t/tau) = 0.846482
phase omega_0 t = 1.88496 rad
N13 = 76530.2 counts (expected)
N14 = 50673.3 counts (expected)
N23 = 60807.9 counts (expected)
N24 = 40816.1 counts (expected)
geometric mean at 180 deg = 55889.8 counts
geometric mean at 90 deg = 55509.8 counts
R from the four counts = 0.004553
G22 from cosine formula = -0.030352
A22 G22 = 0.004553
R with arithmetic means = 0.034469
table: t (ns), G22, W(180 deg), W(90 deg), R
0.000  1.00000  0.85000  1.07500  -0.15000
10.000  0.19416  0.97088  1.01456  -0.02912
20.000  -0.03035  1.00455  0.99772  0.00455
33.333  -0.02857  1.00429  0.99786  0.00429
66.667  1.00000  0.85000  1.07500  -0.15000
background fraction beta = 0.050
R with background after 1 period(s), t = 66.67 ns: -0.13798
R with background after 5 period(s), t = 333.33 ns: -0.08314
R at t = 0 with A44 = 0.010: -0.14499
lowest frequency at eta = 0.2: 98.2751 rad/us
its ratio to omega_0 = 1.04273
verified
```
